\section*{Imprint fields of a fixed charge sheet between short-circuited metal electrodes}

\section*{The problem}

A film occupies $0<z<d$ between two parallel metal electrodes. Charge trapped in the film forms an immobile sheet at depth $z_0$ above the lower electrode, with free charge $\sigma$ per unit area. The task is to find how the sheet changes the electric field in the film, and when this change displaces a ferroelectric hysteresis loop along the voltage axis, which is the effect called imprint.

The field $E$ and the polarization $P$ are counted positive along $+z$, from the lower to the upper electrode. The voltage is
\begin{equation}
V=\int_0^d E\,dz=\phi(0)-\phi(d),
\label{eq:voltage}
\end{equation}
so a positive $V$ means that the lower electrode has the higher potential. The displacement is $D=\varepsilon E+P$, where $\varepsilon$ is the permittivity of the linear background and $P$ is the remaining, switchable polarization.

The electrodes are wide compared with $d$, so that edges can be neglected, and the sheet is laterally uniform. The metals are identical and screen perfectly. With unequal metals a constant contact voltage would be added to $V$ throughout. The equations are in SI form, and device units are used for the numbers because they are natural for a film of this kind.

\section*{(a) The field on each side of the sheet}

\textbf{Question.} The electrodes are joined by a wire. The background permittivity is the same throughout, and $P$ is uniform and held fixed. What field does the sheet produce below and above itself?

\textbf{Solution.} Gauss's law in one dimension is $dD/dz=\rho$, with $\rho$ the free charge density. Away from the sheet $\rho=0$, so $D$ is constant on each side. Since $P$ and $\varepsilon$ are constant too, so is $E$. Call the two values $E_1$ (below) and $E_2$ (above).

A flat box enclosing a piece of the sheet gives $D_2-D_1=\sigma$. The equal polarizations cancel, and
\begin{equation}
\varepsilon(E_2-E_1)=\sigma .
\label{eq:jump}
\end{equation}
The wire brings the identical metals to the same electrostatic potential. It therefore fixes the integral of the field, not the field itself:
\begin{equation}
E_1z_0+E_2(d-z_0)=0 .
\label{eq:short}
\end{equation}
Inserting $E_2=E_1+\sigma/\varepsilon$ from \eqref{eq:jump} gives
\begin{equation}
E_1z_0+E_1(d-z_0)+\frac{\sigma}{\varepsilon}(d-z_0)
=E_1d+\frac{\sigma}{\varepsilon}(d-z_0)=0 .
\end{equation}
Solving for $E_1$, and then adding $\sigma/\varepsilon$, we obtain
\begin{align}
E_1&=-\frac{\sigma}{\varepsilon}\,\frac{d-z_0}{d},
\label{eq:E1}\\
E_2&=\frac{\sigma}{\varepsilon}\left(1-\frac{d-z_0}{d}\right)
=+\frac{\sigma}{\varepsilon}\,\frac{z_0}{d}.
\label{eq:E2}
\end{align}
For $\sigma>0$ the field points away from the sheet on both sides, hence down below it and up above it. The two signs differ at every interior depth. The magnitudes are in the ratio $|E_1|/|E_2|=(d-z_0)/z_0$, so the stronger field is on the side of the nearer electrode. This is what \eqref{eq:short} demands: the thinner region must carry the same voltage, with opposite sign, as the thicker one.

A second route shows the part played by the electrodes. An isolated sheet has the fields $\mp\sigma/2\varepsilon$ below and above. Their integral over the film is $\sigma(d-2z_0)/2\varepsilon$. The electrode charges must add a uniform field that cancels it, $E_{\rm el}=\sigma(2z_0-d)/(2\varepsilon d)$. Above the sheet the sum is
\begin{equation}
\frac{\sigma}{2\varepsilon}+\frac{\sigma(2z_0-d)}{2\varepsilon d}
=\frac{\sigma z_0}{\varepsilon d},
\end{equation}
in agreement with \eqref{eq:E2}. For a sheet in the middle $E_{\rm el}=0$, and the fields are those of the isolated sheet.

\section*{(b) Electrode charges and limiting depths}

\textbf{Question.} What charge does the sheet induce on each electrode, and what happens as the sheet approaches an electrode?

\textbf{Solution.} The field inside the metals vanishes. A box across the lower metal surface therefore gives an induced charge equal to the change of $D$ just above it. At the upper surface the film lies below the metal, which reverses the sign:
\begin{align}
q_{\rm low}&=\varepsilon E_1=-\sigma\left(1-\frac{z_0}{d}\right),\\
q_{\rm up}&=-\varepsilon E_2=-\sigma\,\frac{z_0}{d}.
\end{align}
Their sum is $-\sigma$, as it must be if no flux leaves the capacitor. The nearer electrode carries the larger share.

As $z_0\to0$, the lower electrode takes the whole charge $-\sigma$ and $E_2\to0$. The field $E_1$ does not vanish; it tends to $-\sigma/\varepsilon$. It fills a region of vanishing thickness, however, and the voltage $E_1z_0$ across that region tends to zero. A charge sheet lying directly on an ideal metal is thus invisible to the rest of the film. The limit $z_0\to d$ is the mirror image. In a real metal with screening length $\ell$ and background permittivity $\varepsilon_{\rm m}$, the screening charge lies at a mean depth of about $\ell$. For the film this acts like an extra thickness $\varepsilon\ell/\varepsilon_{\rm m}$ at each electrode, which can be many times $\ell$. For a sheet away from the middle, the formulas above require $z_0$ and $d-z_0$ to be much larger than this extra thickness; closer to a real metal the limits no longer apply as stated.

\section*{(c) A charge layer of finite thickness}

\textbf{Question.} Trapped charge occupies a layer with density $\rho(z)$ in the uniform background. What replaces $z_0$?

\textbf{Solution.} The equations are linear, so each slice $\rho(z')\,dz'$ contributes as a sheet at $z'$. Below the whole layer every slice contributes according to \eqref{eq:E1}, and above it according to \eqref{eq:E2}:
\begin{align}
E_{\rm below}&=-\frac{1}{\varepsilon d}\int\rho(z')(d-z')\,dz'
=-\frac{\sigma d-p}{\varepsilon d},\\
E_{\rm above}&=\frac{1}{\varepsilon d}\int\rho(z')z'\,dz'
=\frac{p}{\varepsilon d},
\end{align}
where $\sigma=\int\rho\,dz'$ and $p=\int\rho z'\,dz'$. If $\sigma\neq0$, define the centroid $z_c=p/\sigma$. The outside fields are then given by the sheet formulas with $z_0=z_c$, whatever the shape of the layer. If the charge has one sign throughout, $z_c$ lies within the layer and the outside fields have opposite signs. With charge of both signs $z_c$ can lie outside the layer, even outside the film, and in the latter case the outside fields have the same sign.

If the layer is neutral, $\sigma=0$, both outside fields equal $p/\varepsilon d$ and have the same sign. A change of sign across the layer thus requires a net charge; a dipole moment alone does not produce it.

\section*{(d) Voltage, unequal permittivities and polarization}

\textbf{Question.} Let the regions below and above the sheet have thicknesses $d_1=z_0$ and $d_2=d-z_0$, permittivities $\varepsilon_1,\varepsilon_2$ and uniform polarizations $P_1,P_2$. Find the fields at voltage $V$.

\textbf{Solution.} The condition $D_2-D_1=\sigma$ now reads
\begin{equation}
\varepsilon_2E_2-\varepsilon_1E_1=s,\qquad s=\sigma-(P_2-P_1).
\label{eq:s}
\end{equation}
The term $-(P_2-P_1)$ is the bound charge at the boundary between the regions. The voltage condition is $E_1d_1+E_2d_2=V$. Multiply it by $\varepsilon_2$ and replace $\varepsilon_2E_2$ by $s+\varepsilon_1E_1$:
\begin{equation}
\varepsilon_2d_1E_1+d_2(s+\varepsilon_1E_1)=\varepsilon_2V .
\end{equation}
Similarly, multiply it by $\varepsilon_1$ and replace $\varepsilon_1E_1$ by $\varepsilon_2E_2-s$:
\begin{equation}
d_1(\varepsilon_2E_2-s)+\varepsilon_1d_2E_2=\varepsilon_1V .
\end{equation}
With $S=\varepsilon_2d_1+\varepsilon_1d_2$ the results are
\begin{equation}
E_1=\frac{\varepsilon_2V-s\,d_2}{S},\qquad
E_2=\frac{\varepsilon_1V+s\,d_1}{S}.
\label{eq:general}
\end{equation}
For equal permittivities $S=\varepsilon d$, and with $P_1=P_2$ and $V=0$ we recover \eqref{eq:E1} and \eqref{eq:E2}. A finite-difference solution of Gauss's law agrees with \eqref{eq:general} in six cases, which include unequal permittivities, applied voltages and polarization jumps. The largest deviation is $6\times10^{-14}$ of the largest field in the film.

\section*{(e) The voltage that cancels the sheet's field}

\textbf{Question.} What applied voltage removes the effect of $\sigma$ in the lower region, and what voltage removes it in the upper one?

\textbf{Solution.} In \eqref{eq:general} the sheet contributes $-\sigma d_2/S$ to $E_1$, and the voltage contributes $\varepsilon_2V/S$. In $E_2$ the contributions are $\sigma d_1/S$ and $\varepsilon_1V/S$. They cancel at
\begin{equation}
V_1=+\frac{\sigma d_2}{\varepsilon_2},\qquad
V_2=-\frac{\sigma d_1}{\varepsilon_1},
\label{eq:cancel}
\end{equation}
respectively. Each voltage contains the thickness and permittivity of the other region. The reason is visible in the flux: when the sheet's field is cancelled below, all the flux $\sigma$ must leave upward. It makes a field $\sigma/\varepsilon_2$ there, and hence a voltage $\sigma d_2/\varepsilon_2$. No single voltage cancels the sheet's field on both sides, since $V_1$ and $V_2$ have opposite signs.

\section*{(f) The shift of a hysteresis loop}

\textbf{Question.} One region is ferroelectric, the other is a linear layer that does not switch, and the sheet lies at their interface. How far does the loop move?

\textbf{Solution.} First let the ferroelectric be above the sheet: $P_1=0$, $P_2=P$ and $s=\sigma-P$. Then
\begin{equation}
E_2=\frac{\varepsilon_1V+\sigma d_1-Pd_1}{S}
=\frac{\varepsilon_1(V-V_2)-Pd_1}{S}.
\label{eq:above}
\end{equation}
If instead it is below, $P_1=P$, $P_2=0$ and $s=\sigma+P$, so that
\begin{equation}
E_1=\frac{\varepsilon_2V-\sigma d_2-Pd_2}{S}
=\frac{\varepsilon_2(V-V_1)-Pd_2}{S}.
\label{eq:below}
\end{equation}
In both cases $\sigma$ enters the ferroelectric's field through a shifted voltage alone. Let $P$ be determined by the history of this field, by whatever law. Then the same history of $V-V_2$, or of $V-V_1$, gives the same $P$. The loop moves rigidly by $V_2<0$ if the ferroelectric is above a positive sheet, and by $V_1>0$ if it is below one.

This requires that $\sigma$ stay fixed during the sweep. In a fixed voltage window, the sheet also changes the range of $V-V_2$ or $V-V_1$ that is swept. The switching voltages still shift rigidly if both ends of the window saturate the ferroelectric; in a smaller window they need not.

The shift bears on retention. For a ferroelectric above a positive sheet, the sheet's field at $V=0$ points up and favours the up state. Switching from down to up needs a smaller voltage than before, and switching back needs a larger one, so the down state has the smaller voltage margin. To compare energies, take a static law $E=f(P)$ with $f$ odd. The energy $W$ per area at $V=0$ obeys
\begin{equation}
\frac{dW}{dP}=d_2\left[f(P)+\frac{Pd_1}{S}-\frac{\sigma d_1}{S}\right],
\end{equation}
for the following reason. The material law contributes $d_2f(P)$. With $s=\sigma-P$ and $V=0$, the fields \eqref{eq:general} give the field energy $\tfrac12(\varepsilon_1E_1^2d_1+\varepsilon_2E_2^2d_2)=s^2d_1d_2/2S$, whose derivative with respect to $P$ is $-sd_1d_2/S=-d_2E_2$. The sum vanishes where $f(P)=E_2$, as equilibrium requires. Without the sheet, the minima at $\pm P_0$ have equal energy. To first order in $\sigma$ the sheet changes their difference to
\begin{equation}
W(+P_0)-W(-P_0)=-\frac{2\sigma d_1d_2P_0}{S}.
\end{equation}
The time after which the weaker state is lost depends on thermal and domain kinetics, which this static calculation does not contain.

\section*{(g) A film that is ferroelectric on both sides}

\textbf{Question.} Now the whole film is ferroelectric, with a uniform background permittivity. Do its two parts have loops displaced by $V_1$ and $V_2$?

\textbf{Solution.} Suppose first that $P$ is constrained to be the same everywhere. The electrical work per area in a change $\delta P$ is
\begin{equation}
\delta P\int_0^dE\,dz=V\,\delta P ,
\end{equation}
so the field that drives the switching is the mean field $V/d$. The sheet has dropped out. Its opposite fields on the two sides do opposite work, and the loop is not shifted in this model. The result relies on perfect screening as well as on uniform $P$: if part of the voltage drops inside the metals, the integral over the film is no longer $V$, and an off-centre sheet can shift the loop.

Suppose next that one side alone reverses, uniformly over the whole area. Then $P_2-P_1$ is no longer zero, and the bound charge in \eqref{eq:s} competes with $\sigma$. From \eqref{eq:general} with $V=0$,
\begin{equation}
E_1=-\frac{\left[\sigma-(P_2-P_1)\right]d_2}{\varepsilon d}.
\label{eq:onesided}
\end{equation}
The field that favoured the reversal of the lower part vanishes once $P_2-P_1=\sigma$, and beyond that point it opposes further reversal. The voltages \eqref{eq:cancel} remain correct as local cancelling voltages at fixed polarization, but they are not independent loop shifts of two freely switching parts. Additional free charge arriving at the boundary could compensate the bound charge; $\sigma$ would then no longer be fixed.

\section*{(h) Numbers for a model film}

\textbf{Question.} Take $d=10$ nm, a relative background permittivity of 30, $\sigma=+1\ \mu{\rm C/cm^2}$ and $z_0=2$ nm. Evaluate the fields and shifts, and judge their size for a ferroelectric with the static law $E=aP+bP^3$, where $a=-2\times10^9$ V\,m/C and $b=5\times10^{10}$ V\,m$^5$/C$^3$.

\textbf{Solution.} These are round model parameters, not those of a named material. The sheet holds $6.2\times10^{12}$ elementary charges per cm$^2$. Their mean spacing, about 4 nm, is larger than the distance to the lower electrode. The fields calculated here are therefore lateral averages, and the local field near individual charges can differ strongly from them. The field jump is $\sigma/\varepsilon=0.3765$ MV/cm, and therefore
\begin{align}
E_1&=-0.3765\times\tfrac{8}{10}=-0.301\ {\rm MV/cm},\\
E_2&=+0.3765\times\tfrac{2}{10}=+0.075\ {\rm MV/cm}.
\end{align}
In atomic units these are $-5.86\times10^{-5}$ and $+1.46\times10^{-5}$. The lower electrode carries $-0.8$ and the upper one $-0.2\ \mu{\rm C/cm^2}$. A sheet at 5 nm gives $\mp0.188$ MV/cm below and above. At 8 nm the magnitudes are exchanged: $-0.075$ below and $+0.301$ MV/cm above.

An asymmetric charge layer between 2 and 5 nm, with the same total charge and its centroid at 4.26 nm, gives $-0.216$ below and $+0.160$ MV/cm above. These are the fields of a sheet at the centroid, as part (c) requires.

The cancelling voltages for the sheet at 2 nm are $V_1=+0.301$ V and $V_2=-0.075$ V. Let the upper 8 nm be ferroelectric and the lower 2 nm linear. Setting $E_2=aP+bP^3$ in \eqref{eq:above}, with $S=\varepsilon d$, gives
\begin{equation}
V-V_2=d\left(a'P+bP^3\right),\qquad a'=a+\frac{d_1}{\varepsilon d}.
\end{equation}
The second term in $a'$ is the depolarizing effect of the linear layer. It equals $0.753\times10^9$ V\,m/C, so $a'=-1.247\times10^9$ V\,m/C. A state becomes unstable where $d(V-V_2)/dP=0$, that is, at $P^2=|a'|/3b$. Inserting this value gives the switching voltages
\begin{equation}
V-V_2=\pm\frac{2d|a'|}{3}\sqrt{\frac{|a'|}{3b}}\approx\pm0.758\ {\rm V}.
\end{equation}
The loop computed in steps of 1 mV switches at $\pm0.759$ V without the sheet, the first grid points beyond these values. With the sheet it switches at $+0.683$ and $-0.834$ V. Its centre is
\begin{equation}
\tfrac12(0.683-0.834)\ {\rm V}=-0.0755\ {\rm V},
\end{equation}
against the predicted $-0.0753$ V; the difference is within the resolution of the voltage grid. For these ideal electrodes the shift is about a tenth of the switching voltage.

These numbers illustrate the shift; they do not predict the behaviour of a device. For example, with $\ell=0.05$ nm and $\varepsilon_{\rm m}$ equal to the vacuum permittivity, the extra thickness of part (b) is 1.5 nm at each electrode. The field above the sheet at 2 nm would then be $0.3765\times3.5/13=0.101$ MV/cm instead of 0.075 MV/cm. The loop of the 8 nm ferroelectric above the sheet changes much more, because the extra thickness also strengthens the depolarizing effect. In $a'$ and in the switching voltage, $d_1$ and $d$ each grow by 3 nm, which gives $a'=-0.552\times10^9$ V\,m/C and switching voltages of only $\pm0.290$ V without the sheet. The shift becomes $-\sigma(z_0+1.5\ {\rm nm})/\varepsilon=-0.132$ V, nearly half the switching voltage.

The strength of the fields is a further limit. With ideal electrodes again, in the up state with the sheet, the linear layer carries a field of about 4.5 MV/cm at $V=0$ and 8.1 MV/cm at $V=2$ V, the upper limit of the computed sweep. In the down state the magnitudes are larger, about 5.0 MV/cm at $V=0$ and 8.6 MV/cm at the lower limit, $V=-2$ V. In a real oxide, fields of this size can cause leakage, charge injection or breakdown, so $\sigma$ need not stay fixed. The ferroelectric may also split into domains, which the assumption of a uniform $P$ excludes.

With the 8 nm ferroelectric below and the sheet at 8 nm, the switching voltages are $+0.834$ and $-0.683$ V, and the centre is at $+0.0755$ V. The same positive charge has shifted the loop the other way, because the ferroelectric now samples the field on the other side of the sheet.

If the whole film is ferroelectric and constrained to a uniform $P$, it switches at $\pm1.540$ V with and without the sheet. This confirms the absence of a shift under that constraint. If instead the two parts carry separate polarizations, each obeying the static law in its own field, the sheet at 2 nm gives switching voltages of $+1.5369$ and $-1.5367$ V. The centre then lies only about 0.1 mV from zero, far from $V_1$ or $V_2$. This residual shift grows rapidly with the charge, to about 13 mV at $\sigma=5\ \mu{\rm C/cm^2}$.

For the one-sided reversal of part (g), the zero-field polarization is $\sqrt{-a/b}=20\ \mu{\rm C/cm^2}$. With the sheet back at 2 nm, the lower part down and the upper part up,
\begin{equation}
s=1-[20-(-20)]=-39\ \mu{\rm C/cm^2}.
\end{equation}
The fields are those of the sheet multiplied by $-39$: about $+11.7$ MV/cm below and $-2.9$ MV/cm above. Each opposes the polarization of its own region. The uniform film switches at $1.540\ {\rm V}/10\ {\rm nm}=1.54$ MV/cm, so the field below is more than seven times the field at which this material law loses its stability. The field above is also nearly twice that value, so neither part is stable in this state. If the upper part is held fixed, the reversed lower part is driven back. The sheet's own $-0.301$ MV/cm, which favoured the reversal, is overcome once $P_2-P_1$ exceeds $1\ \mu{\rm C/cm^2}$, one fortieth of the full difference.

\section*{Computed results}
\begin{verbatim}
film thickness d = 10.0 nm
sheet depth z0 = 2.0 nm
relative background permittivity = 30.0
sheet charge sigma = 1.00 uC/cm^2
elementary charges in sheet = 6.242e+12 per cm^2
field jump sigma/eps = 0.3765 MV/cm
field below sheet = -0.3012 MV/cm
field above sheet = +0.0753 MV/cm
field below sheet = -5.857e-05 atomic units
field above sheet = +1.464e-05 atomic units
lower electrode charge = -0.800 uC/cm^2
upper electrode charge = -0.200 uC/cm^2
voltage cancelling field below sheet = +0.3012 V
voltage cancelling field above sheet = -0.0753 V
sheet at 5.0 nm: field below -0.1882, above +0.1882 MV/cm
sheet at 8.0 nm: field below -0.0753, above +0.3012 MV/cm
thick layer (2 to 5 nm): charge centroid = 4.262 nm
thick layer: field below -0.2160, above +0.1604 MV/cm
Landau a = -2.00e+09 V m/C
Landau b = 5.00e+10 V m^5/C^3
zero-field Landau polarization = 20.0 uC/cm^2
voltage step of loops = 1.0 mV
8 nm ferroelectric above sheet:
  switching without sheet = +0.759 and -0.759 V
  switching with sheet = +0.683 and -0.834 V
  loop centre = -0.0755 V, predicted = -0.0753 V
8 nm ferroelectric below sheet:
  switching without sheet = +0.759 and -0.759 V
  switching with sheet = +0.834 and -0.683 V
  loop centre = +0.0755 V, predicted = +0.0753 V
whole film switching uniformly:
  switching without sheet = +1.540 and -1.540 V
  switching with sheet = +1.540 and -1.540 V
  loop centre = +0.0000 V, predicted = +0.0000 V
one-sided reversal: field below = +11.746 MV/cm
one-sided reversal: field above = -2.936 MV/cm
largest relative field error in tests = 6.2e-14
\end{verbatim}
